# g Factor of a Bound s Electron and Its Nuclear-Size Shift, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: radial functions and a potential difference

### The result and its conditions

A Dirac electron in an $s$ state of a central potential $V(r)$ that does not depend on the electron mass $m$ has the $g$ factor

$$
g=\frac23\left(1+\frac{2}{c^2}\frac{\partial E}{\partial m}\right),
\tag{1}
$$

where $E$ is the bound energy including the rest energy, and the derivative is taken with $V(r)$ held fixed. If the potential is that of a nucleus with charge number $Z$ and mean square charge radius $\langle r^2\rangle$, the extension of the charge shifts $g$ from its point-nucleus value by

$$
\delta g=\frac83\,\frac{(Z\alpha)^4}{n^3}\,\frac{\langle r^2\rangle}{\lambda^2},
\qquad \lambda=\frac{\hbar}{mc}.
\tag{2}
$$

In units with $\hbar=c=1$ this is $(8/3)(Z\alpha)^4m^2\langle r^2\rangle/n^3$. The two statements differ in standing. Equation (1) holds for any strength of binding within the model defined below. Equation (2) is the leading term for small $Z\alpha$ and a nucleus small compared with $\lambda$.

The model is the Hamiltonian

$$
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),
\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},
\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$

The force centre is fixed and has no magnetic moment, and radiative corrections are left out. The electron has charge $-e$. The number $g$ is defined by the part of the energy shift linear in a uniform field $B$ along $z$,

$$
\Delta E_B=g\,\mu_B B\,m_j,\qquad \mu_B=\frac{e\hbar}{2m},\qquad m_j=\pm\tfrac12 .
\tag{3}
$$

The mass in $\mu_B$ is the same $m$ as in $H$.

### The radial equations

Let $\mathbf n=\mathbf r/r$ and let $\chi$ be a constant normalized spinor with $\sigma_z\chi=2m_j\chi$. An $s_{1/2}$ state has the form

$$
\psi=\frac{1}{\sqrt{4\pi}\,r}\begin{pmatrix}G(r)\,\chi\\ -iF(r)\,(\boldsymbol\sigma\cdot\mathbf n)\chi\end{pmatrix},
\qquad \int_0^\infty(G^2+F^2)\,dr=1 ,
\tag{4}
$$

with real $G$ and $F$. The normalization follows from $(\boldsymbol\sigma\cdot\mathbf n)^2=1$. The name "$s$ state" refers to the upper component; the lower one has orbital angular momentum one.

To find the equations for $G$ and $F$, apply $\boldsymbol\sigma\cdot\mathbf p=-i\hbar\,\boldsymbol\sigma\cdot\nabla$ to each component. For a radial function $h(r)$,

$$
\boldsymbol\sigma\cdot\nabla h=h'\,\boldsymbol\sigma\cdot\mathbf n,
\qquad
(\boldsymbol\sigma\cdot\nabla)(h\,\boldsymbol\sigma\cdot\mathbf n)=\nabla\cdot(h\mathbf n)=h'+\frac{2h}{r},
$$

because the curl of $h\mathbf n$ vanishes. With $h=G/r$ in the first and $h=-iF/r$ in the second, the two rows of $H\psi=E\psi$ become

$$
G'=\frac Gr+\frac{E-V+mc^2}{\hbar c}F,
\qquad
F'=-\frac Fr-\frac{E-V-mc^2}{\hbar c}G .
\tag{5}
$$

### The magnetic energy

Minimal coupling for charge $-e$ replaces $\mathbf p$ by $\mathbf p+e\mathbf A$. With $\mathbf A=\mathbf B\times\mathbf r/2$ the perturbation is

$$
H_B=ec\,\boldsymbol\alpha\cdot\mathbf A=\frac{ecB}{2}(\mathbf r\times\boldsymbol\alpha)_z .
\tag{6}
$$

First-order perturbation theory needs just the diagonal element, provided the $s$ level does not happen to coincide with a $d_{3/2}$ level, to which (6) can couple it. The operator commutes with $J_z$, so it does not mix the two values of $m_j$. In a point Coulomb field the $np_{1/2}$ level is degenerate with $ns_{1/2}$ for $n\ge2$, but it has opposite parity. The operator in (6) is even under parity, since $\mathbf r$ and $\boldsymbol\alpha$ both change sign, so it does not connect them.

The matrix $\boldsymbol\alpha$ couples upper to lower components. From (4),

$$
\psi^\dagger(\mathbf r\times\boldsymbol\alpha)_z\psi
=\frac{GF}{4\pi r}\left[-i\,\chi^\dagger(\mathbf n\times\boldsymbol\sigma)_z(\boldsymbol\sigma\cdot\mathbf n)\chi+\text{c.c.}\right].
$$

The product of Pauli matrices, $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$, gives

$$
(\mathbf n\times\boldsymbol\sigma)_z(\boldsymbol\sigma\cdot\mathbf n)
=i\left[n_z(\mathbf n\cdot\boldsymbol\sigma)-\sigma_z\right].
$$

The $\delta_{kl}$ term dropped out because $\mathbf n\times\mathbf n=0$. Averaged over directions, $n_in_j$ becomes $\delta_{ij}/3$, and the right-hand side becomes $-\tfrac23i\sigma_z$. Multiplication by $-i$ gives $-\tfrac23\sigma_z$, and the complex conjugate doubles it. After integration over $r^2dr$,

$$
\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle=-\frac43(2m_j)\int_0^\infty rGF\,dr .
$$

Insert this in (6) and compare with (3):

$$
-\frac43ecBm_j\int_0^\infty rGF\,dr=g\frac{e\hbar}{2m}Bm_j
\quad\Longrightarrow\quad
g=-\frac83\frac{mc}{\hbar}\int_0^\infty rGF\,dr .
\tag{7}
$$

### Removing the potential

The integral in (7) can be found without knowing $G$ and $F$ separately. Differentiate $r(G^2+F^2)$ and use (5). The two products needed are

$$
GG'=\frac{G^2}{r}+\frac{E-V+mc^2}{\hbar c}GF,
\qquad
FF'=-\frac{F^2}{r}-\frac{E-V-mc^2}{\hbar c}GF .
$$

In their sum $E$ and $V$ cancel, while the mass terms add:

$$
\frac{d}{dr}\left[r(G^2+F^2)\right]=G^2+F^2+2(G^2-F^2)+\frac{4mc}{\hbar}\,rGF .
\tag{8}
$$

For a potential that vanishes at large $r$, a bound state with $|E|<mc^2$ decays exponentially there. At the origin $G$ and $F$ vanish for a finite potential, and for a point charge with $Z\alpha<1$ they behave as $r^\gamma$ with $\gamma=\sqrt{1-(Z\alpha)^2}$, that solution being the one taken. The boundary terms of (8) therefore vanish. Define

$$
b=\langle\beta\rangle=\int_0^\infty(G^2-F^2)\,dr .
$$

Integration of (8) gives $0=1+2b+(4mc/\hbar)\int rGF\,dr$, and (7) becomes

$$
g=\frac23(1+2b)=2-\frac83\int_0^\infty F^2\,dr .
\tag{9}
$$

The second form follows from $b=1-2\int F^2dr$. It shows the meaning of the result: binding lowers $g$ below 2 in proportion to the weight of the lower component. When the electron's motion is nonrelativistic, that component is close to $\boldsymbol\sigma\cdot\mathbf p/(2mc)$ acting on the upper one, so its weight is $\langle p^2\rangle/(4m^2c^2)$, and $g\simeq2-\tfrac43\langle T\rangle/mc^2$, where $T=p^2/2m$. An electron at rest has $g=2$.

### The mass derivative

It remains to identify $b$ with a slope of the energy. Take the corresponding bound states for two masses $m_1$ and $m_2$ in the same potential, with energies $E_1$ and $E_2$. Equations (5) give

$$
\hbar c\frac{d}{dr}(G_1F_2-F_1G_2)
=(E_1-E_2)(G_1G_2+F_1F_2)-(m_1-m_2)c^2(G_1G_2-F_1F_2).
\tag{10}
$$

The terms with $1/r$ cancel in pairs. The potential cancels because it is the same function in both problems. Integrate from zero to infinity, where the left side gives nothing, divide by $m_1-m_2$, and let the masses approach each other:

$$
\frac{\partial E}{\partial m}=c^2\int_0^\infty(G^2-F^2)\,dr=c^2b .
\tag{11}
$$

With (9) this proves (1).

If the potential did change with $m$, the total derivative would contain the additional term $\langle\partial V/\partial m\rangle$, and (1) would fail with that derivative. An attractive Gaussian well of depth $3mc^2$ and range $\lambda$ shows the size of the effect. For its lowest $s$ state the slope at fixed potential is $0.40751\,c^2$, so

$$
g=\tfrac23(1+2\times0.40751)=1.2100,
$$

in agreement with the magnetic integral (7). If the depth is made to grow in proportion to $m$, the total derivative put into (1) gives $-0.6684$.

A potential that multiplies $\beta$, and so acts like a position-dependent mass, is also excluded. It would not cancel in (8).

For a point nucleus there is no length in the potential, so $E$ is proportional to $m$ and $g=\tfrac23(1+2E/mc^2)$. For the $1s$ state $E=\gamma mc^2$, hence $g\simeq2-\tfrac23(Z\alpha)^2$ at small $Z\alpha$.

### The size shift from the potential difference

Write $a=Z\alpha$ and let $\delta V$ be the potential of the extended charge minus $-a\hbar c/r$. It is positive inside the charge and zero outside. To leading order in $a$ the energy shift is

$$
\Delta E=|\psi(0)|^2\int\delta V\,d^3r,
\tag{12}
$$

with the nonrelativistic density at the origin. Its use inside the nucleus is an assumption here, which the matching argument of the second half justifies.

For the integral use $\nabla^2r^2=6$ and Green's theorem. The surface terms vanish, both outside the charge and on a shrinking sphere around the origin. The point-charge part of $\nabla^2\delta V$ is concentrated at $r=0$ and is removed by the factor $r^2$. For a charge density $Ze\rho$ with $\int\rho\,d^3r=1$, Poisson's equation for $V=-e\phi$ gives $\nabla^2V=Ze^2\rho/\varepsilon_0$. Thus

$$
\int\delta V\,d^3r=\frac16\int r^2\nabla^2\delta V\,d^3r
=\frac{Ze^2\langle r^2\rangle}{6\varepsilon_0}
=\frac{2\pi}{3}a\hbar c\langle r^2\rangle ,
\tag{13}
$$

since $e^2/(4\pi\varepsilon_0)=\alpha\hbar c$.

The density follows from the radial Schrödinger equation $u''=(2m/\hbar^2)(V-E_{\rm nr})u$, with $V=-a\hbar c/r$. Multiply by $2u'$ and integrate by parts:

$$
u'(0)^2=\frac{2m}{\hbar^2}\left\langle\frac{dV}{dr}\right\rangle
=\frac{2a}{\lambda}\left\langle\frac1{r^2}\right\rangle .
$$

For real $l\ge0$ the terminating radial series gives $E_{\rm nr}=-a^2mc^2/[2(n_r+l+1)^2]$, with $n_r$ the number of radial nodes. The centrifugal term is $\hbar^2l(l+1)/(2mr^2)$. Equating the derivatives with respect to $l$ at $l=0$ gives

$$
\frac{\hbar^2}{2m}\left\langle\frac1{r^2}\right\rangle=\frac{a^2mc^2}{n^3},
\qquad
\left\langle\frac1{r^2}\right\rangle=\frac{2a^2}{n^3\lambda^2}.
$$

Therefore

$$
u'(0)^2=\frac{4a^3}{n^3\lambda^3},\qquad
|\psi(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{a^3}{\pi n^3\lambda^3}.
\tag{14}
$$

Combining (12), (13) and (14), with $\hbar c/\lambda=mc^2$,

$$
\Delta E=\frac23\,\frac{a^4}{n^3}\,mc^2\,\frac{\langle r^2\rangle}{\lambda^2}.
\tag{15}
$$

At fixed $\langle r^2\rangle$ this is proportional to $m^3$, because $1/\lambda^2\propto m^2$. Hence $\partial\Delta E/\partial m=3\Delta E/m$, and (1) gives

$$
\delta g=\frac{4}{3c^2}\,\frac{3\Delta E}{m}=\frac{4\Delta E}{mc^2},
$$

which is (2). The point-nucleus relation $g=\tfrac23(1+2E/mc^2)$, applied to the shifted energy, would give a third of this. It does not apply, because the nuclear radius is a fixed length and $E$ is no longer proportional to $m$. The shift is positive: spreading the charge weakens the attraction and moves $g$ towards 2.

### A worked case

Take $Z=10$ and a uniformly charged sphere with a root-mean-square radius of 3 fm, as a model nucleus. Here $a=0.072974$ and $\lambda=386.16$ fm, so

$$
\delta g=\frac83(0.072974)^4\left(\frac{3}{386.16}\right)^2=4.56\times10^{-9}
$$

for the $1s$ state. Equation (15) gives $\Delta E=5.83\times10^{-4}$ eV. Solving the Dirac equation for this sphere gives $\delta g=4.75\times10^{-9}$ and $\Delta E=6.08\times10^{-4}$ eV. The full $g$ shift is 4.0% above the leading formula. In a field of 1 T it raises the spin-flip frequency by about 66 Hz.

## Second derivation: an operator identity and the nuclear surface

### Symbols and results carried over

The Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V$, and the electron has charge $-e$. A field $B$ along $z$ adds $(ecB/2)M_z$ with $M_z=(\mathbf r\times\boldsymbol\alpha)_z$, and the linear shift is $g\mu_BBm_j$ with $\mu_B=e\hbar/2m$. The $s$ state has radial functions $G$ and $F$ for its upper and lower components, normalized by $\int(G^2+F^2)dr=1$, and $b=\langle\beta\rangle=\int(G^2-F^2)dr$. Further, $a=Z\alpha$, $\lambda=\hbar/mc$ and $\gamma=\sqrt{1-a^2}$. The radial equations (5) and the nonrelativistic slope at the origin, $u'(0)^2=4a^3/(n^3\lambda^3)$, are also used. The results to be reached again are (1) for $g$ and (2) for its size shift.

### An identity for the magnetic operator

In a bound stationary state $\langle[H,X]\rangle=0$ for an operator $X$ that leaves the state normalizable and regular enough for $H$ to act to either side. Choose

$$
X=i\beta M_z=i\beta\,\epsilon_{zjk}r_j\alpha_k .
$$

It contains positions and matrices but no momentum, so it commutes with $V$. This is true even when $V(\mathbf r)$ is not central.

Since $\beta$ anticommutes with $\boldsymbol\alpha$, the mass term contributes

$$
[\beta mc^2,i\beta M_z]=imc^2(M_z-\beta M_z\beta)=2imc^2M_z .
$$

For the kinetic term, moving $\beta$ to the left changes a sign and turns the commutator into an anticommutator:

$$
[c\,\boldsymbol\alpha\cdot\mathbf p,i\beta M_z]
=-ic\beta\{\boldsymbol\alpha\cdot\mathbf p,M_z\}.
$$

Now use $p_lr_j=r_jp_l-i\hbar\delta_{lj}$ and $\{\alpha_l,\alpha_k\}=2\delta_{lk}$:

$$
\{\boldsymbol\alpha\cdot\mathbf p,M_z\}
=\epsilon_{zjk}\left(r_jp_l\{\alpha_l,\alpha_k\}-i\hbar\,\alpha_j\alpha_k\right)
=2\epsilon_{zjk}r_jp_k-i\hbar\,\epsilon_{zjk}\alpha_j\alpha_k .
$$

The first term is $2L_z$. In the second, $\alpha_j\alpha_k=\delta_{jk}+i\epsilon_{jkm}\Sigma_m$, where $\Sigma_m$ has $\sigma_m$ in both diagonal blocks, and $\epsilon_{zjk}\epsilon_{jkm}=2\delta_{zm}$. It equals $2\hbar\Sigma_z$. Setting the expectation of the whole commutator to zero gives

$$
mc\,\langle M_z\rangle=\langle\beta(L_z+\hbar\Sigma_z)\rangle .
\tag{16}
$$

The magnetic shift is therefore

$$
\frac{ecB}{2}\langle M_z\rangle
=\frac{\mu_BB}{\hbar}\langle\beta(L_z+2S_z)\rangle,
\qquad S_z=\frac{\hbar}{2}\Sigma_z .
\tag{17}
$$

This is the familiar orbital and spin moment, with one change: the lower component enters with the opposite sign.

The radial derivation has given (1) and (2), and the operator derivation has reached the magnetic shift (17) for any static potential with a suitable bound state. It remains to evaluate (17) for an $s$ state, which leads to (1) again, and to rederive the size shift at the nuclear surface, justifying the density assumed in (12).

Numbers in the example were calculated in double precision.
